# Convergence of scalar edge-placement correction with a mask error factor, part 1

(Sections cited here and not found follow in the second part.)

## 1. The correction map and its convergence

### Definitions and conventions

A mask carries a clear space with edges at $\pm h$. All lengths on the mask are divided by the reduction ratio of the projection lens, so mask and wafer lengths can be compared directly. The printed space has edges at $\pm x(h)$, and the desired edges are at $\pm x_t$. The edge-placement error is

$$e(h)=x(h)-x_t .$$

It is positive when the printed space is too wide. The two edges move symmetrically, so one number describes both.

The correction moves the mask edge against the error, with a fixed real gain $g$:

$$h_{k+1}=h_k-g\,e_k,\qquad e_k=e(h_k),\qquad k=0,1,2,\dots \tag{1}$$

The mask error factor is the slope

$$M=\frac{dx}{dh}.$$

Since $d(2x)/d(2h)=dx/dh$, it is the same number for the edge position and for the full width. The quantities $g$, $M$ and $gM$ are dimensionless. Lengths are in bohr in the algebra and in angstrom in the numerical example.

A solution is a mask position $h^*$ with $x(h^*)=x_t$, and $u=h-h^*$ is the displacement from it. The iteration is called locally convergent at $h^*$ if two things hold for all sufficiently small starting displacements: $u_k\to0$, and $|u_k|$ stays below any prescribed bound once $|u_0|$ is small enough. The second requirement excludes a start that runs far away and then happens to land on $h^*$.

### Theorem

**(a) Constant factor.** Let $x(h)$ be a straight line of slope $M$. A nonzero starting error $e_0$ is driven to zero if and only if

$$0<gM<2 .$$

The condition does not depend on the size of $e_0$, so the convergence is global.

**(b) Curved response.** Let $x(h)$ have a continuous derivative near a solution $h^*$, and let $M=x'(h^*)$. If $0<gM<2$, the iteration converges locally. If $gM<0$ or $gM>2$, it does not: every sufficiently small nonzero displacement grows until it leaves a fixed neighbourhood of $h^*$.

**(c) Upper endpoint.** Let $gM=2$, let $x(h)$ have three continuous derivatives near $h^*$, and put $B=x''(h^*)$, $C=x'''(h^*)$ and

$$s=\frac{B^2}{M^2}-\frac{C}{3M}. \tag{2}$$

If $s>0$, the iteration converges locally, but more slowly than any geometric sequence. If $s<0$, it does not converge locally.

The statement that convergence holds exactly for $0<gM<2$ is thus true when $M$ is constant. When $M$ is only the slope at the solution, the open interval is sufficient, its exterior is excluded, and the endpoints need more information than $M$.

### Proof of (a)

For a straight line, a change of mask position changes the printed edge by $M$ times as much:

$$e_{k+1}-e_k=M(h_{k+1}-h_k).$$

Equation (1) gives $h_{k+1}-h_k=-g e_k$. Substitution yields

$$e_{k+1}=e_k-gM\,e_k=(1-gM)\,e_k .$$

Write $\lambda=1-gM$. Repeated use of this relation gives

$$e_k=\lambda^k e_0 . \tag{3}$$

For $e_0\ne0$ the right side tends to zero if and only if $|\lambda|<1$. This means $-1<1-gM<1$. Subtracting 1 gives $-2<-gM<0$, and multiplying by $-1$, which reverses both inequalities, gives $0<gM<2$. $\square$

The product $gM$ is the fraction of the error removed in one correction:

- For $0<gM<1$ the error keeps its sign and shrinks.
- For $gM=1$ it vanishes in one step.
- For $1<gM<2$ each correction overshoots, and the error alternates in sign while shrinking.
- For $gM=2$ the overshoot equals the original error, which flips sign forever without loss.
- For $gM>2$ the overshoot is larger than the error it was meant to remove.
- For $gM<0$ the mask moves in the wrong direction, and the error grows with constant sign.
- For $gM=0$ the error does not change, either because the mask is not moved or because the printed edge does not respond.

A negative $M$ is admissible if $g$ is negative too, because the product alone enters (3).

### Remark: number of corrections

Let the goal be $|e_k|\le\tau$ with $0<\tau<|e_0|$, and let $0<|\lambda|<1$. Equation (3) turns the goal into $|\lambda|^k\le\tau/|e_0|$. Taking logarithms gives $k\ln|\lambda|\le\ln(\tau/|e_0|)$. Division by the negative number $\ln|\lambda|$ reverses the inequality:

$$k\ \ge\ \frac{\ln(\tau/|e_0|)}{\ln|\lambda|}. \tag{4}$$

The smallest integer satisfying (4) is the number of corrections for constant $M$. It grows without limit as $gM$ approaches 0 or 2, because $\ln|\lambda|$ then tends to zero.

### Remark: an estimated factor

Suppose that the gain is set to $g=1/\hat M$, where $\hat M$ is an estimate of $M$. Then $gM=M/\hat M$, and for constant $M$ the condition becomes $0<M/\hat M<2$. The estimate must have the correct sign and more than half the correct magnitude. An overestimate slows the correction but does not destabilize it; an underestimate by a factor of two or more prevents convergence.

### Remark: one gain for several features

Let separate features, each obeying the scalar law (3), have factors between $M_1$ and $M_2$, with $0<M_1\le M_2$. A common gain $g>0$ works for all of them if and only if $gM_2<2$, so the most sensitive feature sets the limit.

The slowest feature has the largest $|1-gM|$. This is a convex function of $M$, so its maximum lies at $M_1$ or $M_2$. That maximum is at least as large as both $1-gM_1$ and $gM_2-1$. The first falls with $g$ and the second rises, so the larger of the two is smallest where they are equal:

$$1-gM_1=gM_2-1\quad\Longrightarrow\quad g=\frac{2}{M_1+M_2}.$$

At this gain $1-gM_1=(M_2-M_1)/(M_1+M_2)$, and $|1-gM_2|$ has the same value. This is therefore the smallest attainable worst-case factor. Features whose edges influence one another are not covered, since their errors do not obey separate scalar laws.

### Remark: measurement offset and mask grid

If the measured error is $e_k+\delta$ with a constant offset $\delta$, the correction uses $\epsilon_k=e_k+\delta$. For constant $M$,

$$\epsilon_{k+1}=\epsilon_k+M(h_{k+1}-h_k)=(1-gM)\epsilon_k .$$

The convergence condition is unchanged, but the limit is $\epsilon=0$, that is $e=-\delta$. Convergence of the loop is no evidence that the measurement is unbiased.

If mask edges are rounded to a grid of spacing $d$, then $h_{k+1}=h_k-ge_k+\rho_k$ with $|\rho_k|\le d/2$, and $e_{k+1}=\lambda e_k+M\rho_k$. Taking magnitudes and iterating gives

$$|e_k|\le|\lambda|^k|e_0|+\frac{|M|d}{2}\left(1+|\lambda|+\dots+|\lambda|^{k-1}\right).$$

For $|\lambda|<1$ the bracket is less than $1/(1-|\lambda|)$. The error is therefore eventually confined to a band whose half-width is at most $|M|d/[2(1-|\lambda|)]$, but it need not reach zero.

### Lemma 1: one correction near a solution

Let $x(h)$ have a continuous derivative near $h^*$. In terms of $u=h-h^*$, one correction is the map

$$f(u)=u-g\,[x(h^*+u)-x_t].$$

Then $f(0)=0$, and for each small $u$ there is a $\xi$ between 0 and $u$ such that

$$f(u)=\left[1-g\,x'(h^*+\xi)\right]u . \tag{5}$$

**Proof.** Because $x(h^*)=x_t$, the bracket in the definition of $f$ vanishes at $u=0$. The mean value theorem gives $x(h^*+u)-x(h^*)=x'(h^*+\xi)\,u$. Inserting this in $f$ gives (5). $\square$

### Proof of (b)

At $\xi=0$ the bracket in (5) equals $\lambda=1-gM$.

Let $0<gM<2$, so that $|\lambda|<1$. Choose $\kappa$ with $|\lambda|<\kappa<1$. Since $x'$ is continuous, there is an $r>0$ such that the bracket has magnitude at most $\kappa$ whenever $|\xi|\le r$. If $|u_k|\le r$, then $|u_{k+1}|\le\kappa|u_k|\le r$, so the argument can be repeated. Hence

$$|u_k|\le\kappa^k|u_0| \quad\text{for}\quad |u_0|\le r. \tag{6}$$

This gives both requirements of local convergence.

Let $gM<0$ or $gM>2$, so that $|\lambda|>1$. Choose $\kappa$ with $1<\kappa<|\lambda|$. By continuity there is an $r>0$ for which the bracket has magnitude at least $\kappa$ when $|\xi|\le r$. As long as the displacement remains within $r$, it obeys $|u_k|\ge\kappa^k|u_0|$. For $u_0\ne0$ this lower bound eventually exceeds $r$, so the displacement must leave the neighbourhood. $\square$

The second part does not say that the displacement grows forever. Outside the neighbourhood the slope may differ, and the iteration may settle into a cycle or reach a mask that prints no space at all. Nor can it creep back to $h^*$: each return to a small nonzero displacement is followed by another departure. It can end at $h^*$ only by landing there in a single step.

### Lemma 2: two corrections at the upper endpoint

Let $gM=2$ and let $x(h)$ have three continuous derivatives. Then

$$f(f(u))=u-2s\,u^3+o(u^3), \tag{7}$$

where $s$ is given by (2), and $o(u^3)$ denotes terms that vanish faster than $u^3$.

**Proof.** Taylor's theorem gives

$$x(h^*+u)-x_t=Mu+\tfrac12Bu^2+\tfrac16Cu^3+o(u^3).$$

Multiplication by $g=2/M$ and subtraction from $u$ give

$$f(u)=-u+au^2+bu^3+o(u^3),\qquad a=-\frac BM,\quad b=-\frac{C}{3M}.$$

Now insert $f(u)$ into $f$. The three terms contribute, through third order,

$$-f(u)=u-au^2-bu^3,$$

$$a f(u)^2=a(u^2-2au^3)=au^2-2a^2u^3,$$

$$b f(u)^3=-bu^3 .$$

The quadratic terms cancel. The cubic terms add to $-2(a^2+b)u^3$, and $a^2+b=B^2/M^2-C/(3M)=s$. $\square$

### Proof of (c)

Let $s>0$. For sufficiently small $|u|$ the remainder in (7) is at most $s|u|^3$ in magnitude, so

$$1-3su^2\le\frac{f(f(u))}{u}\le1-su^2 .$$

Restrict $|u|$ further so that $3su^2<1$. The ratio then lies strictly between 0 and 1. The displacements $u_0,u_2,u_4,\dots$ keep their sign and decrease in magnitude, so they have a limit. By continuity the limit is a fixed point of the two-step map, and zero is the only one in this neighbourhood. The odd-numbered displacements are $f(u_{2n})$ and tend to $f(0)=0$. Near zero $|f(u)|\le2|u|$, so all displacements stay small when $u_0$ is small.

Let $s<0$. The same estimate gives $f(f(u))/u\ge1+|s|u^2$. If the displacements stayed in the neighbourhood, the even-numbered ones would grow to a nonzero limit that is a fixed point of the two-step map, but there is none. They must leave.

For the rate when $s>0$, take $v_n=1/u_{2n}^2$. Equation (7) gives

$$v_{n+1}=v_n\left[1-2su_{2n}^2+o(u_{2n}^2)\right]^{-2}=v_n+4s+o(1).$$

Summation gives $v_n=v_0+4sn+o(n)$. With $k=2n$, the leading-order law for small displacements is

$$u_k^2\approx\frac{u_0^2}{1+2s\,k\,u_0^2}. \tag{8}$$

The decay is as $k^{-1/2}$, slower than any geometric sequence. $\square$

## 2. The factor from imaging, and a worked example

The symbols carried over are the mask half-width $h$, the printed half-width $x(h)$, its target $x_t$, the error $e=x-x_t$, the gain $g$ in $h_{k+1}=h_k-ge_k$, the solution $h^*$ and the displacement $u=h-h^*$. The slope, second and third derivatives of $x(h)$ at $h^*$ are $M$, $B$ and $C$. For constant $M$, $e_k=(1-gM)^ke_0$. For a curved response, $0<gM<2$ gives local convergence, and at $gM=2$ the sign of $s=B^2/M^2-C/(3M)$ decides.

### Assumptions of the imaging model

The mask is a thin, opaque grating of period $p$ with clear spaces of half-width $h$, where $0<h<p/2$. It is illuminated by one coherent plane wave along the optical axis. The lens is free of aberrations and in focus, and the light reaches the wafer in a medium of refractive index 1. The field is scalar, and no angle-dependent amplitude factors are included. The resist prints a space where the intensity exceeds a threshold $t$, measured relative to a large clear area. All spaces of the grating are corrected together.

### Lemma 3: the image field

Let $q=2\pi/p$. If only diffraction orders $0$ and $\pm1$ pass the lens, the field at position $X$ on the wafer is

$$a(X)=\frac{2h}{p}+\frac2\pi\sin(qh)\cos(qX). \tag{9}$$

**Proof.** The amplitude of order $n$ is the Fourier coefficient of the mask transmission:

$$c_n=\frac1p\int_{-h}^{h}e^{-inqX}\,dX .$$

For $n=0$ this is $2h/p$. For $n\ne0$ the odd part of the exponential integrates to zero, and

$$c_n=\frac{2\sin(nqh)}{nqp}=\frac{\sin(nqh)}{n\pi},$$

because $qp=2\pi$. Thus $c_1=c_{-1}=\sin(qh)/\pi$. The sum $c_0+c_1(e^{iqX}+e^{-iqX})$ is (9). $\square$

Order $n$ has transverse wave number $nq$, while the total wave number is $2\pi/\lambda$, where $\lambda$ from here on denotes the wavelength and no longer $1-gM$. The sine of its angle is their ratio, $n\lambda/p$. A lens of numerical aperture NA therefore passes just the three orders if

$$\frac{\lambda}{p}<\mathrm{NA}<\frac{2\lambda}{p}.$$

In atomic units a photon of energy $\omega$ has wavelength $\lambda=2\pi c/\omega$, where $c$ is the inverse of the fine-structure constant.

### Lemma 4: the mask error factor

Let the field at the centre of the space exceed $\sqrt t$, and let the printed edge lie where the field has fallen to $\sqrt t$. With $\theta=qh$ and $\varphi=qx$,

$$\theta+2\sin\theta\cos\varphi=\pi\sqrt t, \tag{10}$$

$$M=\frac{1+2\cos\theta\cos\varphi}{2\sin\theta\sin\varphi}. \tag{11}$$

**Proof.** The edge condition is $a(x)=\sqrt t$. Since $2h/p=qh/\pi=\theta/\pi$, multiplying (9) by $\pi$ gives (10). For $0<\theta<\pi$ the field decreases steadily from $X=0$ to $X=p/2$, so it crosses $\sqrt t$ at most once there. Differentiating (10) with respect to $\theta$, with $\varphi$ a function of $\theta$, gives

$$1+2\cos\theta\cos\varphi-2\sin\theta\sin\varphi\,\frac{d\varphi}{d\theta}=0 .$$

Because $\theta$ and $\varphi$ are $h$ and $x$ multiplied by the same constant, $d\varphi/d\theta=dx/dh=M$. Solving for $M$ gives (11). $\square$

The numerator of (11) measures how much a wider mask opening brightens the image at the edge. The denominator measures how steeply the field falls there. A large $M$ means that a small brightening moves the edge far.

This part has established when the fixed-gain correction converges and has derived the mask error factor $M$ for a coherent three-order image. What remains is to examine limiting cases and the curvature of the response, and to test the results in a numerical example, including the behaviour at and just above the gain limit.
